# The mean electrostatic potential of a solid of superposed atoms: test program

```python
"""
Result under test: a solid of superposed neutral spherical atoms has the mean
electrostatic potential
    Vmean = -(1/(6 eps0 Omega)) * integral of r^2 rho(r) d^3r,
with rho the total charge density of one atom (nucleus and electrons), Omega
the volume per atom, and the potential zero in the vacuum outside the solid.
For a point nucleus this is e <r^2> / (6 eps0 Omega), where <r^2> is summed
over all electrons.  Lengths are in nm and potentials in V, except inside the
quantum-chemical atom, which uses Hartree atomic units.
Model atoms: a Gaussian core of charge +q and a Gaussian cloud of charge -q.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid
from scipy.special import erf
from pyscf import gto, scf, dft, lib

lib.num_threads(1)
E_OVER_EPS0 = const.e / const.epsilon_0 * 1e9          # V nm
BOHR = const.physical_constants["Bohr radius"][0] * 1e9  # nm
HARTREE = const.physical_constants["Hartree energy in eV"][0]

lattice = 0.566                 # nm, rough lattice constant of Ge
omega = lattice**3 / 8          # nm^3 per atom, diamond structure
q, core, cloud = 4.0, 0.03, 0.07  # model atom: charge (e), widths (nm)


def model_mean(cloud_width, volume):
    """Derived formula for the spherical model atom."""
    moment = 3 * q * (core**2 - cloud_width**2)
    return -E_OVER_EPS0 * moment / (6 * volume)


# ---------- three-dimensional average of the superposed potential ----------
fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
diamond = np.vstack([fcc, fcc + 0.25]) * lattice
axis = np.arange(20) / 20 * lattice
mesh = np.stack(np.meshgrid(axis, axis, axis, indexing="ij"), -1)
mesh = mesh.reshape(-1, 3)


def cell_average(atoms):
    total = np.zeros(len(mesh))
    for shift in np.ndindex(3, 3, 3):
        for atom in atoms + (np.array(shift) - 1) * lattice:
            r = np.maximum(np.linalg.norm(mesh - atom, axis=1), 1e-9)
            total += (erf(r / (np.sqrt(2) * core))
                      - erf(r / (np.sqrt(2) * cloud))) / r
    return E_OVER_EPS0 * q / (4 * np.pi) * total.mean()


rng = np.random.default_rng(4)
displaced = diamond + rng.uniform(-0.02, 0.02, diamond.shape)
mean_ideal = cell_average(diamond)
mean_displaced = cell_average(displaced)
mean_formula = model_mean(cloud, omega)
assert abs(mean_ideal / mean_formula - 1) < 1e-6
assert abs(mean_displaced / mean_formula - 1) < 1e-6


# ---------- slabs: Poisson equation integrated inwards from vacuum ----------
def gaussian(x, width):
    return np.exp(-x**2 / (2 * width**2)) / (width * np.sqrt(2 * np.pi))


def planar_potential(z, planes):
    """planes: (position, area per atom, cloud width along the normal)."""
    rho = np.zeros_like(z)
    for position, area, width in planes:
        rho += q / area * (gaussian(z - position, core)
                           - gaussian(z - position, width))
    field = E_OVER_EPS0 * cumulative_trapezoid(rho, z, initial=0)
    return -cumulative_trapezoid(field, z, initial=0)


def period_mean(z, potential, start, period):
    running = cumulative_trapezoid(potential, z, initial=0)
    ends = np.interp([start, start + period], z, running)
    return (ends[1] - ends[0]) / period


z = np.arange(-5.5, 5.5, 0.0005)
d001, area001 = lattice / 4, lattice**2 / 2


def slab001(width):
    planes = [((k - 14.5) * d001, area001, width) for k in range(30)]
    potential = planar_potential(z, planes)
    assert abs(potential[-1]) < 1e-3      # same vacuum level on both sides
    return period_mean(z, potential, 0.0, d001)


repeat111, area111 = lattice / np.sqrt(3), np.sqrt(3) * lattice**2 / 4
planes111 = [((k - 6) * repeat111 + s, area111, cloud)
             for k in range(13) for s in (0.0, repeat111 / 4)]
slab_001 = slab001(cloud)
slab_111 = period_mean(z, planar_potential(z, planes111), 0.0, repeat111)
assert abs(slab_001 / mean_formula - 1) < 1e-4
assert abs(slab_111 / mean_formula - 1) < 1e-4

# Counterexample: a cloud wider along one axis than along the other two.
wide, narrow = 0.08, 0.06
slab_wide, slab_narrow = slab001(wide), slab001(narrow)
for value, width in ((slab_wide, wide), (slab_narrow, narrow)):
    normal_moment = q * (core**2 - width**2)
    expected = -E_OVER_EPS0 * normal_moment / (2 * omega)
    assert abs(value / expected - 1) < 1e-4
r2_moment = q * (3 * core**2 - wide**2 - 2 * narrow**2)
quadrupole_r2_value = -E_OVER_EPS0 * r2_moment / (6 * omega)
assert abs(slab_wide - quadrupole_r2_value) > 1.0
assert abs(slab_narrow - quadrupole_r2_value) > 1.0

# Interface of two different model solids with equal in-plane area.
cloud_b, d_b = 0.075, 1.03 * d001
step_formula = model_mean(cloud, omega) - model_mean(cloud_b, area001 * d_b)
steps = []
for gap in (0.0, 0.1):
    planes = [(-(k + .5) * d001 - gap / 2, area001, cloud) for k in range(30)]
    planes += [((k + .5) * d_b + gap / 2, area001, cloud_b) for k in range(30)]
    potential = planar_potential(z, planes)
    steps.append(period_mean(z, potential, -2.1, d001)
                 - period_mean(z, potential, 2.1, d_b))
    assert abs(steps[-1] - step_formula) < 1e-3

# ---------- Ge atom: spherically averaged Kohn-Sham calculation ----------
basis = [[0, [0.04 * 2.5**k, 1.0]] for k in range(18)]
basis += [[1, [0.03 * 2.5**k, 1.0]] for k in range(13)]
basis += [[2, [0.12 * 2.5**k, 1.0]] for k in range(9)]
mol = gto.M(atom="Ge 0 0 0", basis={"Ge": basis}, verbose=0)
overlap = mol.intor("int1e_ovlp")
r2_matrix = mol.intor("int1e_r2")
repulsion = mol.intor("int2e", aosym="s8")
weights_s, vectors_s = np.linalg.eigh(overlap)
orthogonal = vectors_s / np.sqrt(weights_s)
ao_start = mol.ao_loc_nr()
first_m = {l: np.array([ao_start[b] for b in range(mol.nbas)
                        if mol.bas_angular(b) == l]) for l in (0, 1, 2)}
# A spherical density and l <= 2 need only a low-order angular grid.
grids = dft.gen_grid.Grids(mol)
grids.atom_grid = {"Ge": (150, 26)}
grids.prune = None
grids.build()
numint = dft.numint.NumInt()


def fill_shells(fock, electrons):
    """Occupy all m of a shell equally; return density and r^2 by shell."""
    density, moments = np.zeros_like(fock), {}
    for l, count in enumerate(electrons):
        block = np.ix_(first_m[l], first_m[l])
        w, u = np.linalg.eigh(overlap[block])
        x = u / np.sqrt(w)
        c = x @ np.linalg.eigh(x.T @ fock[block] @ x)[1]
        capacity = 2 * (2 * l + 1)
        occ = np.clip(count - capacity * np.arange(c.shape[1]), 0, capacity)
        radial = (c * (occ / (2 * l + 1))) @ c.T
        for m in range(2 * l + 1):
            density[np.ix_(first_m[l] + m, first_m[l] + m)] = radial
        for k in np.nonzero(occ)[0]:
            value = occ[k] * c[:, k] @ r2_matrix[block] @ c[:, k]
            moments[f"{k + l + 1}{'spd'[l]}"] = value
    return density, moments


def solve_atom(electrons, functional, one_electron, density):
    accelerator, moments = lib.diis.DIIS(), {}
    for cycle in range(80):
        coulomb = scf.hf.dot_eri_dm(repulsion, density, hermi=1,
                                    with_j=True, with_k=False)[0]
        exchange_corr = numint.nr_rks(mol, grids, functional, density)[2]
        fock = one_electron + coulomb + exchange_corr
        product = fock @ density @ overlap
        error = orthogonal.T @ (product - product.T) @ orthogonal
        if cycle > 0:
            if abs(error).max() < 1e-5:
                return density, moments
            fock = accelerator.update(fock, error)
        density, moments = fill_shells(fock, electrons)
    raise AssertionError("the atomic calculation did not converge")


mean_field = scf.RHF(mol)
h_plain = mean_field.get_hcore()
h_relativistic = scf.RHF(mol).sfx2c1e().get_hcore()
guess = np.asarray(mean_field.get_init_guess(mol, "minao"))
ground, excited = (8, 14, 10), (7, 15, 10)
dm, shells = solve_atom(ground, "pbe,pbe", h_plain, guess)
variants = {
    "configuration 4s1 4p3": (excited, "pbe,pbe", h_plain),
    "LDA instead of PBE": (ground, "lda,vwn", h_plain),
    "scalar relativity (X2C)": (ground, "pbe,pbe", h_relativistic)}


def second_moment(density):
    return np.einsum("ij,ji", density, r2_matrix)


r2_atom = second_moment(dm)                      # bohr^2
assert abs(sum(shells.values()) / r2_atom - 1) < 1e-8

# Direct Coulomb potential of the Ge atom, integrated over all space.
nodes, node_weights = np.polynomial.legendre.leggauss(240)
low, high = np.log(1e-6), np.log(40.0)
radius = np.exp(low + (nodes + 1) * (high - low) / 2)
dr = node_weights * (high - low) / 2 * radius
potential_atom = np.empty_like(radius)
for i, r in enumerate(radius):
    with mol.with_rinv_origin((0.0, 0.0, r)):
        electron_part = np.einsum("ij,ji", dm, mol.intor("int1e_rinv"))
    potential_atom[i] = 32 / r - electron_part
integral_direct = np.sum(4 * np.pi * radius**2 * potential_atom * dr)
integral_formula = 4 * np.pi * r2_atom / 6       # eps0 = 1/(4 pi) here
assert abs(integral_direct / integral_formula - 1) < 1e-5
to_volt_nm3 = HARTREE * BOHR**3

# Radial density, its norm, and the part outside the atomic sphere.
points = np.column_stack([0 * radius, 0 * radius, radius])
orbitals = mol.eval_gto("GTOval_sph", points)
number_density = np.einsum("pi,ij,pj->p", orbitals, dm, orbitals)
shell_density = 4 * np.pi * radius**2 * number_density
assert abs(np.sum(shell_density * dr) - 32) < 1e-5
assert abs(np.sum(shell_density * radius**2 * dr) / r2_atom - 1) < 1e-5
sphere = (3 * omega / (4 * np.pi))**(1 / 3)      # nm
r_out = sphere / BOHR + (nodes + 1) / 2 * (40.0 - sphere / BOHR)
dr_out = node_weights / 2 * (40.0 - sphere / BOHR)
points = np.column_stack([0 * r_out, 0 * r_out, r_out])
orbitals = mol.eval_gto("GTOval_sph", points)
outside = 4 * np.pi * r_out**2 * np.einsum(
    "pi,ij,pj->p", orbitals, dm, orbitals) * dr_out
electrons_outside = outside.sum()
pulled_in = np.sum(outside * (r_out**2 - (sphere / BOHR)**2))


def solid_mean(moment_bohr2, volume=omega):
    return E_OVER_EPS0 * moment_bohr2 * BOHR**2 / (6 * volume)


v_ge = solid_mean(r2_atom)
v_direct = integral_direct * to_volt_nm3 / omega
assert abs(v_direct / v_ge - 1) < 1e-5
valence_share = (shells["4s"] + shells["4p"]) / r2_atom
assert valence_share > 0.5
compressed = solid_mean(r2_atom, 0.99 * omega)
expansion, heating = 6e-6, 100.0                 # rough, 1/K; K
hot = solid_mean(r2_atom, omega * (1 + expansion * heating)**3)
transfer = 0.01                                  # electrons per atom
dipole_step = E_OVER_EPS0 * transfer * d001 / area001

print("MODEL ATOMS (Gaussian core and cloud)")
print(f"charge q = {q:.1f} e; core width {core:.3f} nm; cloud {cloud:.3f} nm")
print(f"mean potential, formula: {mean_formula:.5f} V")
print(f"3D average, ideal diamond lattice: {mean_ideal:.5f} V")
print(f"3D average, displaced atoms: {mean_displaced:.5f} V")
print(f"(001) slab interior against vacuum: {slab_001:.5f} V")
print(f"(111) slab interior against vacuum: {slab_111:.5f} V")
print(f"quadrupolar cloud widths: {wide:.3f} nm (one axis), "
      f"{narrow:.3f} nm (two axes)")
print(f"  slab, wide axis along normal: {slab_wide:.4f} V")
print(f"  slab, narrow axis along normal: {slab_narrow:.4f} V")
print(f"  r^2 formula, not valid here: {quadrupole_r2_value:.4f} V")
print(f"interface: solid B cloud {cloud_b:.3f} nm, plane spacing {d_b:.5f} nm")
print(f"  step A minus B, formula: {step_formula:.4f} V")
print(f"  step, no added gap: {steps[0]:.4f} V")
print(f"  step, gap widened by 0.1 nm: {steps[1]:.4f} V")
print("GERMANIUM (PBE atom, nonrelativistic, spherical)")
print(f"e/eps0 = {E_OVER_EPS0:.5f} V nm")
print(f"lattice constant (rough): {lattice:.3f} nm")
print(f"volume per atom: {omega:.6f} nm^3")
for name, value in shells.items():
    print(f"  r^2 summed over {name} electrons: {value * BOHR**2:.6f} nm^2")
print(f"r^2 summed over all electrons: {r2_atom * BOHR**2:.6f} nm^2")
print(f"share of 4s and 4p: {100 * valence_share:.1f} %")
print(f"integral of atomic potential, direct: "
      f"{integral_direct * to_volt_nm3:.6f} V nm^3")
print(f"integral of atomic potential, formula: "
      f"{integral_formula * to_volt_nm3:.6f} V nm^3")
print(f"mean potential of solid Ge: {v_ge:.3f} V "
      f"= {v_ge / HARTREE:.4f} hartree/e")
print(f"mean electron potential energy: {-v_ge:.3f} eV")
print(f"1 % smaller volume: potential {compressed:.3f} V, "
      f"step {compressed - v_ge:+.3f} V")
print("SIZE OF NEGLECTED EFFECTS (change of mean potential)")
print(f"atomic sphere radius: {sphere:.4f} nm")
print(f"electrons outside the sphere: {electrons_outside:.3f}")
print(f"bonding scale, outside density pulled to sphere: "
      f"{-solid_mean(pulled_in):+.2f} V")
for name, settings in variants.items():
    changed = second_moment(solve_atom(*settings, dm)[0])
    print(f"{name}: {solid_mean(changed) - v_ge:+.3f} V")
print(f"heating by {heating:.0f} K, rough expansion {expansion:.1e} /K: "
      f"{hot - v_ge:+.3f} V")
print(f"interface dipole, {transfer:.2f} electron per atom over "
      f"{d001:.4f} nm: {dipole_step:.3f} V")
print("done: every assertion held")
```

It prints:

```
MODEL ATOMS (Gaussian core and cloud)
charge q = 4.0 e; core width 0.030 nm; cloud 0.070 nm
mean potential, formula: 6.38693 V
3D average, ideal diamond lattice: 6.38693 V
3D average, displaced atoms: 6.38693 V
(001) slab interior against vacuum: 6.38693 V
(111) slab interior against vacuum: 6.38694 V
quadrupolar cloud widths: 0.080 nm (one axis), 0.060 nm (two axes)
  slab, wide axis along normal: 8.7820 V
  slab, narrow axis along normal: 4.3112 V
  r^2 formula, not valid here: 5.8015 V
interface: solid B cloud 0.075 nm, plane spacing 0.14574 nm
  step A minus B, formula: -0.9379 V
  step, no added gap: -0.9379 V
  step, gap widened by 0.1 nm: -0.9379 V
GERMANIUM (PBE atom, nonrelativistic, spherical)
e/eps0 = 18.09513 V nm
lattice constant (rough): 0.566 nm
volume per atom: 0.022665 nm^3
  r^2 summed over 1s electrons: 0.000017 nm^2
  r^2 summed over 2s electrons: 0.000302 nm^2
  r^2 summed over 3s electrons: 0.002605 nm^2
  r^2 summed over 4s electrons: 0.030028 nm^2
  r^2 summed over 2p electrons: 0.000706 nm^2
  r^2 summed over 3p electrons: 0.008400 nm^2
  r^2 summed over 4p electrons: 0.056423 nm^2
  r^2 summed over 3d electrons: 0.019275 nm^2
r^2 summed over all electrons: 0.117754 nm^2
share of 4s and 4p: 73.4 %
integral of atomic potential, direct: 0.355129 V nm^3
integral of atomic potential, formula: 0.355129 V nm^3
mean potential of solid Ge: 15.668 V = 0.5758 hartree/e
mean electron potential energy: -15.668 eV
1 % smaller volume: potential 15.827 V, step +0.158 V
SIZE OF NEGLECTED EFFECTS (change of mean potential)
atomic sphere radius: 0.1756 nm
electrons outside the sphere: 0.797
bonding scale, outside density pulled to sphere: -2.55 V
configuration 4s1 4p3: +0.789 V
LDA instead of PBE: -0.143 V
scalar relativity (X2C): -0.129 V
heating by 100 K, rough expansion 6.0e-06 /K: -0.028 V
interface dipole, 0.01 electron per atom over 0.1415 nm: 0.160 V
done: every assertion held
```
